# Folding cubic SiC [111] phonon branches into 4H and 6H polytypes

## Problem

Silicon carbide consists of Si–C bilayers stacked along an axis, taken here as $z$. A bilayer can occupy one of three lateral positions, A, B or C. The cubic form repeats as ABC, 4H as ABCB and 6H as ABCACB. The spacing $d$ between successive bilayers is taken to be the same in all three, with ideal tetrahedral bonds. In the cubic crystal $z$ is the [111] direction, and we write $x=qd/\pi$, so that $x=0$ is the zone centre Γ and $x=1$ is the zone-boundary point L.

1. Which values of $x$ on the cubic branches supply the zone-centre modes of 4H and 6H, and how many modes does each value supply?
2. Find the symmetry label of each mode in the point group $C_{6v}$ of these polytypes. Check the result by an independent count, and state which modes are infrared or Raman allowed.
3. Calculate the frequencies for nearest-neighbour springs with constant $\alpha=200$ N/m along a bond and $\beta=20$ N/m across it. Use masses $M=28$ u and $m=12$ u, and $d=0.25$ nm.
4. Add a spring of $\gamma=1$ N/m that is present only where the stacking is locally hexagonal. What happens to modes that folding made degenerate?

The masses are rounded values for Si and C, but the spring constants are chosen round numbers. The frequencies illustrate the folding and do not predict a measured spectrum.

## Solution

### 1. Wavevectors and number of modes

An $nH$ polytype has $n$ bilayers in a cell of length $c=nd$. A zone-centre vibration repeats from cell to cell, so a wave $e^{iqz}$ contributes to it if $e^{iqnd}=1$:

$$q=\frac{2\pi m}{nd},\qquad x=\frac{qd}{\pi}=\frac{2m}{n},$$

with integer $m$. (The mass $m$ appears only in the dynamics of parts 3 and 4; in parts 1 and 2, $m$ is this integer.) On the bilayers $z=jd$ the phase is $e^{2\pi imj/n}$, which does not change when $m$ is replaced by $m+n$. There are therefore $n$ distinct waves, which may be taken as

$$m=-\frac n2+1,\ldots,0,\ldots,\frac n2.$$

The cubic frequencies at $q$ and $-q$ are equal by time reversal. Each interior value $0<x<1$ thus supplies two modes per branch, one from $+q$ and one from $-q$. The value $x=0$ supplies one. So does $x=1$, because $m=n/2$ and $m=-n/2$ describe the same wave.

- 4H: $x=0,\ 1/2,\ 1$, with $1,\ 2,\ 1$ modes per branch.
- 6H: $x=0,\ 1/3,\ 2/3,\ 1$, with $1,\ 2,\ 2,\ 1$ modes per branch.

Here a transverse mode means a degenerate pair of displacements, along $x$ and $y$ in space.

This step needs care, because 4H and 6H are not enlarged cells of the cubic crystal: their bilayers are stacked differently. The frequencies carry over if the forces between whole atomic planes do not depend on the stacking. Part 3 shows that this holds for nearest-neighbour springs. The labels need no such assumption about the forces, since they follow from how the waves transform.

### 2. Symmetry labels

**The screw operation.** Both polytypes have space group $P6_3mc$. One of its operations is a rotation by 180° about $z$ together with a shift by $c/2$, that is, by $n/2$ bilayers. In 6H, take the axis through a column of A positions. The rotation keeps A and exchanges B and C, so the first half of the sequence, ABC, becomes ACB, which is the second half. In 4H, take the axis through B. The rotation exchanges A and C, and a shift by two bilayers maps ABCB onto itself.

Let a folded wave have displacement $\mathbf w_j=\mathbf p\,e^{2\pi imj/n}$ in bilayer $j$. The operation with rotation $R$ carries the displacement from bilayer $j-n/2$ to bilayer $j$:

$$\mathbf w'_j=R\,\mathbf p\,e^{2\pi im(j-n/2)/n}=(-1)^m R\,\mathbf p\,e^{2\pi imj/n}.$$

The shift contributes the factor $(-1)^m$. The twofold rotation leaves a $z$ displacement unchanged and reverses $x$ and $y$ displacements. Its character is therefore $(-1)^m$ for a longitudinal mode and $-2(-1)^m$ for a transverse pair.

**The other operations.** The sixfold rotations also come with the shift $c/2$. A rotation by 60° has trace $2\cos60^\circ=1$ in the plane. The threefold rotations have no shift, and their trace in the plane is $2\cos120^\circ=-1$. There are two kinds of reflection. The true mirrors $\sigma_v$ contain the line through the A, B and C positions and leave each bilayer in place. The glide planes $\sigma_d$ combine a reflection with the shift $c/2$. A reflection has trace zero on a transverse pair. The characters are:

| Mode | $C_6$ | $C_3$ | $C_2$ | $\sigma_v$ | $\sigma_d$ | Label |
|---|---|---|---|---|---|---|
| long., $m$ even | 1 | 1 | 1 | 1 | 1 | $A_1$ |
| long., $m$ odd | −1 | 1 | −1 | 1 | −1 | $B_1$ |
| trans., $m$ even | 1 | −1 | −2 | 0 | 0 | $E_1$ |
| trans., $m$ odd | −1 | −1 | 2 | 0 | 0 | $E_2$ |

The name $B_1$ depends on calling the true mirrors $\sigma_v$. With the opposite convention the same mode is called $B_2$.

Since $m=nx/2$, the assignments are as follows.

- 4H: $x=0$ gives $A_1,E_1$; $x=1/2$ gives $B_1,E_2$, each twice per branch; $x=1$ gives $A_1,E_1$.
- 6H: $x=0$ gives $A_1,E_1$; $x=1/3$ gives $B_1,E_2$, each twice; $x=2/3$ gives $A_1,E_1$, each twice; $x=1$ gives $B_1,E_2$.

In each entry the first label is longitudinal and the second transverse. Acoustic and optical branches have the same labels, because the argument holds for any ratio of the Si and C amplitudes. The same value of $x$ can carry different labels in different polytypes: $x=1$ has even $m=2$ in 4H, but odd $m=3$ in 6H.

**Independent count.** The $2n$ atoms of the cell form $n$ pairs, each consisting of two like atoms exchanged by the operations with a shift. Consider the six displacements of one pair. The identity has character 6. A threefold rotation leaves both atoms in place, up to lattice translations, but has trace $1+2\cos120^\circ=0$ on each. A true mirror leaves both in place and has trace 1 on each, giving 2. All other operations exchange the atoms and have character 0.

The number of times a label with characters $\chi$ occurs is the sum over the 12 operations, divided by 12. With three true mirrors,

$$N=\frac{6\chi(E)+3\cdot2\,\chi(\sigma_v)}{12}=\frac{\chi(E)+\chi(\sigma_v)}2 .$$

This is 1 for $A_1,B_1$, where both characters are 1. It is also 1 for $E_1,E_2$, where they are 2 and 0. It vanishes for $A_2,B_2$, where they are 1 and −1. Hence

$$\Gamma_{4H}=4(A_1+B_1+E_1+E_2),\qquad \Gamma_{6H}=6(A_1+B_1+E_1+E_2).$$

Folding gives the same totals. In 6H, one longitudinal branch supplies $1+2=3$ modes $A_1$ and $2+1=3$ modes $B_1$; the acoustic and optical branches together supply six of each. One $A_1$ and one $E_1$ are uniform translations with zero frequency.

**Activity.** Infrared absorption requires a mode that transforms like a component of a vector: $z$ belongs to $A_1$ and $(x,y)$ to $E_1$. Raman scattering requires a component of a symmetric tensor: $x^2+y^2$ and $z^2$ belong to $A_1$, $(xz,yz)$ to $E_1$, and $(x^2-y^2,xy)$ to $E_2$. Thus all $A_1$ and $E_1$ modes of nonzero frequency, including those folded from acoustic branches, are allowed in both, $E_2$ is Raman allowed only, and $B_1$ is silent in both.

Allowed does not mean strong. If every bilayer carries the same effective charges, the dipole of a folded wave is proportional to $\sum_j e^{2\pi imj/n}$, which is zero for $m\ne0$ within the cell. In that approximation, and as long as each mode is a pure folded wave, the infrared strength of the $A_1$ and $E_1$ modes with $x\neq0$ vanishes, although symmetry permits it. Stacking-dependent forces, as in part 4, can mix the polar $x=0$ wave into such a mode and give it a small strength even with equal charges.

### 3. Frequencies

**Forces between planes.** From here on, $m$ in dynamical equations is the light mass. Each heavy atom has a light atom vertically above it at distance $3d/4$. That light atom is joined to the next heavy plane by three slanted bonds of the same length and height $d/4$. A slanted bond therefore makes an angle with $z$ whose cosine is $1/3$.

A bond with unit vector $\hat{\mathbf r}$ has the force-constant matrix $\alpha\hat{\mathbf r}\hat{\mathbf r}^T+\beta(1-\hat{\mathbf r}\hat{\mathbf r}^T)$. For the three slanted bonds together,

$$\sum\hat r_z^2=3\cdot\frac19=\frac13,\qquad \sum\hat r_x^2=\sum\hat r_y^2=\frac12\cdot3\cdot\frac89=\frac43,$$

and the mixed sums vanish by threefold symmetry. Turning the three bonds by 180° about $z$ changes none of these sums. This is why the planes of all three stackings form the same chain.

Let $K_1$ be the constant of the slanted bonds and $K_2$ that of the vertical bond. For longitudinal motion

$$K_1=\frac\alpha3+\left(3-\frac13\right)\beta=\frac{\alpha+8\beta}3=120\ \text{N/m},\qquad K_2=\alpha=200\ \text{N/m}.$$

For transverse motion

$$K_1=\frac{4\alpha}3+\left(3-\frac43\right)\beta=\frac{4\alpha+5\beta}3=300\ \text{N/m},\qquad K_2=\beta=20\ \text{N/m}.$$

Both cases have the same sum $K=K_1+K_2=320$ N/m.

**Equation of the chain.** Let $u_j$ and $v_j$ be the displacements of the heavy and light planes of bilayer $j$:

$$M\ddot u_j=K_2(v_j-u_j)+K_1(v_{j-1}-u_j),$$
$$m\ddot v_j=K_2(u_j-v_j)+K_1(u_{j+1}-v_j).$$

Inserting $u_j=Ue^{i(qjd-\omega t)}$ and $v_j=Ve^{i(qjd-\omega t)}$ gives

$$(K-M\omega^2)U=(K_2+K_1e^{-iqd})V,$$
$$(K-m\omega^2)V=(K_2+K_1e^{iqd})U.$$

A nonzero solution requires

$$(K-M\omega^2)(K-m\omega^2)=K_1^2+K_2^2+2K_1K_2\cos qd.$$

Move the right side to the left and use $K^2-K_1^2-K_2^2=2K_1K_2$ and $1-\cos qd=2\sin^2(qd/2)$:

$$Mm\,\omega^4-K(M+m)\omega^2+4K_1K_2\sin^2\frac{qd}2=0.$$

With $\mu=Mm/(M+m)$, $\omega_0^2=K/\mu$ and $qd/2=\pi x/2$, the solutions are

$$\omega^2=\frac{\omega_0^2}2\left[1\pm\sqrt{1-R\sin^2\frac{\pi x}2}\right],\qquad R=\frac{16K_1K_2}{K^2}\frac{Mm}{(M+m)^2}.$$

The lower sign is acoustic and the upper sign optical.

**Numbers.** The mass factor is $336/1600=0.21$. Thus $R=0.7875$ for longitudinal and $R=0.1969$ for transverse motion. The reduced mass is $8.4$ u, which gives $\omega_0/2\pi=24.106$ THz. For the transverse acoustic (TA) branch at $x=1/2$, where the squared sine is $1/2$,

$$f=24.106\sqrt{\frac{1-\sqrt{1-0.0984}}2}\ \text{THz}=3.83\ \text{THz}.$$

The same formula gives the cubic frequencies in THz:

| $x$ | TA | LA | TO | LO |
|---|---|---|---|---|
| 0 | 0 | 0 | 24.11 | 24.11 |
| 1/3 | 2.69 | 5.49 | 23.96 | 23.47 |
| 1/2 | 3.83 | 8.02 | 23.80 | 22.73 |
| 2/3 | 4.72 | 10.23 | 23.64 | 21.83 |
| 1 | 5.49 | 12.51 | 23.47 | 20.60 |

The lowest folded modes are the $E_2$ modes at 3.83 THz (127.8 cm⁻¹) in 4H and 2.69 THz (89.8 cm⁻¹) in 6H. The longer cell samples the acoustic branch closer to Γ. The complete lists by label are in the numerical output. They were obtained by diagonalizing the three-dimensional crystals within each symmetry type, and they were tested against the folded cubic frequencies. The agreement was also tested with second-neighbour springs included.

**Long waves.** For small $x$, $\sqrt{1-\epsilon}\approx1-\epsilon/2$ and $\sin(qd/2)\approx qd/2$, so the acoustic solution becomes

$$\omega^2\approx\frac{\omega_0^2R}4\left(\frac{qd}2\right)^2=\frac{K_1K_2}{K(M+m)}(qd)^2 .$$

The two springs act in series, with combined constant $K_1K_2/K$. This is $6000/320=18.75$ N/m for transverse motion, close to the soft spring of 20 N/m, and $24000/320=75$ N/m for longitudinal motion. The ratio of transverse to longitudinal frequency tends to $\sqrt{6000/24000}=1/2$. At $x=1/3$ it is $2.69/5.49=0.49$, and at $x=1$ it has fallen to 0.44.

**Two coincidences.** The frequencies 5.49 and 23.47 THz each occur twice in the table, for longitudinal modes at $x=1/3$ and transverse modes at $x=1$. The chosen constants make $R$ four times larger for longitudinal motion, while $\sin^2(\pi/6)=1/4$. The products $R\sin^2(\pi x/2)$ are then equal. In 6H these modes have the different labels $B_1$ and $E_2$, and a general change of spring constants separates them.

The equality of LO and TO at $x=0$ has another origin. It follows from cubic symmetry when the macroscopic electric field is omitted, as here. In a polar crystal that field raises the LO frequency. The polar modes of the polytypes must then be understood as limits $q\to0$ in a stated direction: for $q$ along $z$, the polar $A_1$ mode is longitudinal and the polar $E_1$ mode transverse.

### 4. Stacking-dependent forces

A bilayer is locally hexagonal if its two neighbours have the same lateral position. The light atom of bilayer $j$ then lies vertically below the heavy atom of bilayer $j+2$, at distance $5d/4$. We join these atoms by a spring $\gamma$, equally stiff in all directions. Each primitive cell contains two such springs, starting $n/2$ bilayers apart. In 4H both lie in the B column; in 6H one lies in the B column and one in the C column. The cubic crystal has none.

**One partner does not move.** For polarization along one axis, the relative displacement across a spring starting at bilayer $j$ is, for the wave $+q$,

$$e_j=v_j-u_{j+2}=(V-Ue^{2iqd})e^{iqjd}.$$

The wave $-q$ gives the complex conjugate. We can combine the two waves so that the relative displacement vanishes at one spring. At the other spring both contributions are multiplied by the same factor, $e^{\pm iqnd/2}=(-1)^{nx/2}$, so it vanishes there too. This combination exerts no force on any added spring. It remains an exact mode of the model, with its old frequency.

**The other partner rises.** To first order in $\gamma$, the sum of the two shifts of $\omega^2$ equals the sum of the shifts calculated for $+q$ and $-q$ separately. One true shift is zero, so the other is the whole sum:

$$\Delta(\omega^2)=2\cdot\frac{2\gamma\,|V-Ue^{2iqd}|^2}{n\,(M|U|^2+m|V|^2)} .$$

The numerator counts two springs and the denominator $n$ bilayers. For the TA pair at $x=1/2$ in 4H, $e^{2iqd}=-1$. Set $U=1$. The unperturbed frequency gives $M\omega^2=26.9$ N/m, and the first chain equation gives

$$V=\frac{320-26.9}{20-300i}=0.065+0.973i.$$

Hence $|V+1|^2=2.08$ and $|V|^2=0.950$. With $n=4$ and $\gamma=1$ N/m,

$$\frac{\Delta(\omega^2)}{\omega^2}=\frac{2.08}{28+12(0.950)}\cdot\frac{28}{26.9}=0.055 .$$

The frequency rises by the factor $\sqrt{1.055}=1.027$, from 3.830 to 3.93 THz. Full diagonalization gives 3.830 and 3.934 THz, a gap of 0.104 THz. In 6H the TA pair at $x=1/3$ splits into 2.691 and 2.741 THz, and the pair at $x=2/3$ into 4.723 and 4.804 THz. In each case the lower frequency is the old one, as derived.

Both members of a split pair keep the same label. Their degeneracy came from the simple chain and was not required by $C_{6v}$. By contrast, the two displacements within one $E_1$ or $E_2$ mode remain degenerate.

**What remains of $x$.** The added springs repeat every $n/2$ bilayers, so they can couple waves whose integers $m$ of part 1 differ by 2. This preserves the parity of that integer, and hence the label, but it can mix different $x$. The partners that keep their old frequency do not mix, and neither do the 4H modes with an odd integer, for which $x=1/2$ is the only value available. In 4H the $E_1$ mode derived from TA at $x=1$ acquires a weight of $2.2\times10^{-6}$ from waves with $x=0$. First-order theory accounts for this value. The uniform translation stretches no spring, so the only $x=0$ wave that mixes in is the TO mode. With $U=1$, the TA wave at $x=1$ has $M\omega^2=55.4$ N/m and $V=(320-55.4)/(20-300)=-0.945$, so $|V-U|=1.945$ and $M+m V^2=38.7$ u. The TO wave at $x=0$ has $V=-M/m=-7/3$, so $|V-U|=10/3$ and $M+mV^2=93.3$ u. The coupling through two springs is $2\gamma(1.945)(10/3)/(4\sqrt{38.7\cdot93.3})=0.054$ N/(m u). The difference in $\omega^2$ is $320/8.4-55.4/28=36.1$ N/(m u). The weight is $(0.054/36.1)^2=2.2\times10^{-6}$. It is small both because the spring is weak and because the partner lies far away in frequency. Modes with a closer partner mix much more. The TO wave at $x=1$ has $M\omega^2=1011$ N/m and $V=2.47$, so $|V-U|=1.47$ and $M+mV^2=101$ u. Its coupling to the TO wave at $x=0$ is $0.025$ N/(m u), but the difference in $\omega^2$ is only $2.0$ N/(m u), and the first-order weight is about $1.6\times10^{-4}$. The irreducible label is thus an exact property of the ideal structure. The reduced wavevector $x$ is an approximate record of where the mode came from, and it is a good one only as long as the stacking-dependent coupling is small compared with the separation in $\omega^2$ of the modes it connects.

## Values computed for the example and the checks

```
Model masses: 28, 12 u
Bilayer spacing d: 0.25 nm
Wavevector at x=1: 1.2566e+10 1/m
alpha, beta: 200, 20 N/m
Longitudinal K1, K2: 120.0, 200.0 N/m
Transverse K1, K2: 300.0, 20.0 N/m
Second-neighbour test spring: 10.0 N/m
Stacking-dependent spring: 1.0 N/m
Cubic frequencies TA, LA, TO, LO:
  x=0.0000: 0.000 0.000 24.106 24.106 THz
  x=0.3333: 2.691 5.493 23.956 23.472 THz
  x=0.5000: 3.830 8.020 23.800 22.733 THz
  x=0.6667: 4.723 10.230 23.639 21.828 THz
  x=1.0000: 5.493 12.515 23.472 20.603 THz
Same cubic frequencies, converted:
  x=0.0000: 0.0 0.0 804.1 804.1 cm^-1
  x=0.3333: 89.8 183.2 799.1 783.0 cm^-1
  x=0.5000: 127.8 267.5 793.9 758.3 cm^-1
  x=0.6667: 157.5 341.2 788.5 728.1 cm^-1
  x=1.0000: 183.2 417.4 783.0 687.3 cm^-1
4H: modes per branch and labels (longitudinal, transverse)
  x=0.0000: 1 mode(s), A1, E1
  x=0.5000: 2 mode(s), B1, E2
  x=1.0000: 1 mode(s), A1, E1
  A1: 0.000 12.515 20.603 24.106 THz
  B1: 8.020 8.020 22.733 22.733 THz
  E1: 0.000 5.493 23.472 24.106 THz
  E2: 3.830 3.830 23.800 23.800 THz
  Split TA, x=0.5000, E2: 3.830 3.934 THz; gap 0.104 THz
  Split LA, x=0.5000, B1: 8.020 8.103 THz; gap 0.083 THz
  x=0 weight in TA x=1 E1 mode after change: 2.227e-06
6H: modes per branch and labels (longitudinal, transverse)
  x=0.0000: 1 mode(s), A1, E1
  x=0.3333: 2 mode(s), B1, E2
  x=0.6667: 2 mode(s), A1, E1
  x=1.0000: 1 mode(s), B1, E2
  A1: 0.000 10.230 10.230 21.828 21.828 24.106 THz
  B1: 5.493 5.493 12.515 20.603 23.472 23.472 THz
  E1: 0.000 4.723 4.723 23.639 23.639 24.106 THz
  E2: 2.691 2.691 5.493 23.472 23.956 23.956 THz
  Split TA, x=0.3333, E2: 2.691 2.741 THz; gap 0.050 THz
  Split LA, x=0.3333, B1: 5.493 5.544 THz; gap 0.051 THz
  Split TA, x=0.6667, E1: 4.723 4.804 THz; gap 0.081 THz
```
